\section*{Spin Chern numbers without spin conservation: computation and spin-gap closing}

\section{What fails when spin is mixed}

If $s_z$ commutes with the Hamiltonian, a two-dimensional insulator separates into a spin-up and a spin-down insulator, each with its own Chern number. A Rashba term removes this separation. At general $\mathbf k$ the occupied states then have both spin components, and sorting states by the sign of $\langle s_z\rangle$ gives a result that depends on the basis chosen among the occupied states. The total Chern number is still defined, but with time reversal it vanishes and cannot tell a quantum spin Hall insulator from a trivial one.

Diagonalizing the spin operator inside the occupied space restores a separation, provided its spectrum has a gap. This second gap needs its own check: it can close while the energy gap stays open, and a lattice Chern routine still returns an integer there.

\section{Definition of the two halves}

Let $H(\mathbf k)$ be a periodic single-particle Hamiltonian with $N$ occupied bands, separated from the empty ones by a direct gap $E_g(\mathbf k)>0$. Let $P$ project on the occupied states and $Q=1-P$. The spin component $S=\mathbf n\cdot\mathbf s$ is measured in units of $\hbar/2$, so $S^2=1$. With the occupied states as columns of $U$, form the $N\times N$ matrix
\begin{equation}
M(\mathbf k)=U^\dagger S U,\qquad M w_j=s_jw_j,\qquad s_1\le\dots\le s_N .
\end{equation}
A change of occupied basis, $U\to UW$, gives $M\to W^\dagger MW$. The values $s_j$ and the states $Uw_j$ (up to phases and rotations within degenerate levels) are unchanged.

Choose a fixed rank $N_-$ and require the direct spin gap
\begin{equation}
\Delta_s=\min_{\mathbf k}\,[s_{N_-+1}(\mathbf k)-s_{N_-}(\mathbf k)]
\end{equation}
to be positive. The upper group has the projector
\begin{equation}
P_+=U\left[\oint\frac{dz}{2\pi i}\,(z-M)^{-1}\right]U^\dagger ,\qquad P_-=P-P_+,
\end{equation}
where the contour encloses the upper $N-N_-$ eigenvalues. Near any $\mathbf k$ one can choose a smooth $U$ and keep the contour fixed, so $P_\pm$ are smooth, and they do not depend on $U$.

For a local frame $u_j$ of either half, set $A_a=i\sum_j\langle u_j|\partial_a u_j\rangle$, $F=\partial_xA_y-\partial_yA_x$ and $C=\int F\,d^2k/2\pi$. In terms of the projector $p$ of that half,
\begin{equation}
\mathrm{Tr}\,p\,\partial_xp\,\partial_yp=\sum_j\langle\partial_xu_j|(1-p)|\partial_yu_j\rangle .
\end{equation}
The part containing $p$ on the right, its minus sign included, equals $\mathrm{tr}(a_xa_y)$ with $(a_b)_{jl}=\langle u_j|\partial_bu_l\rangle$. It is symmetric in $x,y$ and cancels on antisymmetrizing, hence $F=i\,\mathrm{Tr}\,p[\partial_xp,\partial_yp]$. Frames of the two halves together form a frame of $P$, so $A=A_++A_-$ and
\begin{equation}
C_++C_-=C,\qquad C_s=\tfrac12(C_+-C_-).
\end{equation}
$C_\pm$ are integers. $C_s$ is a half-integer when $C$ is odd.

\section{A condition that guarantees a spin gap}

Inserting $P=1-Q$ between the two spin operators gives
\begin{equation}
(PSP)^2=PS(1-Q)SP=P-PSQSP .
\end{equation}
Thus $s_j^2=1-\sigma_j^2$, where $\sigma_j$ are the singular values of $Y=QSP$. A spin eigenvalue vanishes when $S$ sends some occupied state wholly into the empty space.

To bound $Y$, use that $H$ commutes with $P$ and $Q$:
\begin{equation}
HY-YH=Q[H,S]P\equiv R .
\end{equation}
Since $\frac{d}{dt}(e^{-tH}Ye^{tH})=-e^{-tH}Re^{tH}$, and the left factor acts on empty and the right one on occupied states, the product decays at least as $e^{-tE_g}$. Integration from zero to infinity gives
\begin{equation}
Y=\int_0^\infty e^{-tH}Re^{tH}dt,\qquad \|Y\|\le\frac{\|[H,S]\|}{E_g}.
\end{equation}
If $\rho(\mathbf k)=\|[H,S]\|/E_g<1$ everywhere, then $|s_j|\ge\sqrt{1-\rho^2}$, and the positive and negative groups stay apart. The condition is sufficient, not necessary.

\section{Time reversal leaves a parity}

Let $\Theta$ be antiunitary with $\Theta^2=-1$, $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$ and $\Theta S\Theta^{-1}=-S$. The spin spectrum at $-\mathbf k$ is the negative of that at $\mathbf k$. For $N_-=N/2$ this means $P_-(-\mathbf k)=\Theta P_+(\mathbf k)\Theta^{-1}$. Take $u_-(\mathbf k)=\Theta u_+(-\mathbf k)$. Complex conjugation and the reversed derivative each change a sign, so
\begin{equation}
A_-(\mathbf k)=A_+(-\mathbf k),\quad F_-(\mathbf k)=-F_+(-\mathbf k),\quad C_-=-C_+=-C_s .
\end{equation}

The Fu--Kane form of the $Z_2$ invariant uses the half zone $h$, $0\le k_y\le\pi$ (lattice constant one):
\begin{equation}
\nu=\frac1{2\pi}\left[\oint_{\partial h}A-\int_hF\right]\bmod 2 ,
\end{equation}
where the frame on the lines $k_y=0,\pi$ consists of time-reversed pairs. By Stokes' theorem the bracket is a multiple of $2\pi$. A gauge change that keeps the pairs has $\det W(-k)=\det W(k)^*$, and $\det W=1$ at invariant momenta. Its phase winds equally often, $w$ times, on each half of a line; the bracket shifts by a multiple of $4\pi$, and $\nu$ is well defined.

The split supplies such a frame. On each line $\oint A_-=\oint A_+$, so $\oint_{\partial h}A=2\oint_{\partial h}A_+$. Let $h'$ be the other half zone. Then $\int_hF_-=-\int_{h'}F_+$, and Stokes gives $\oint_{\partial h}A_+=\int_hF_++2\pi n$ with integer $n$. Therefore
\begin{align}
2\pi\nu&=2\int_hF_++4\pi n-\int_hF_++\int_{h'}F_+\nonumber\\
&=2\pi C_++4\pi n ,\qquad \nu=C_s\bmod 2 .
\end{align}
An open energy gap keeps $\nu$ fixed. If only the spin gap closes and reopens, $C_s$ changes by an even integer. The energy gap and time reversal protect the parity of $C_s$, not its sign or size.

\section{What a closing does}

Let $\lambda$ be a parameter of $H$ or of the spin axis. Near a degeneracy of the two levels next to the cut,
\begin{equation}
M\simeq\bar s+\mathbf m(k_x,k_y,\lambda)\cdot\boldsymbol\tau .
\end{equation}
Three real functions must vanish in three variables, so closings are generically isolated points. The upper state of $\mathbf m\cdot\boldsymbol\tau$ has Berry flux equal to minus half the solid angle swept by $\mathbf m$. Its outward flux through a small sphere, divided by $2\pi$, is $q=-\mathrm{sgn}\det[\partial\mathbf m/\partial(k_x,k_y,\lambda)]$ for a linear crossing. Flux conservation between planes below and above the closings gives
\begin{equation}
C_+(\lambda_>)-C_+(\lambda_<)=\sum_iq_i .
\end{equation}
As $C$ is fixed by the open energy gap, $C_s$ changes by the same amount. Without time reversal the sum may be odd.

In one situation at least one closing is forced. Replacing $S$ by $-S$ exchanges the halves if $N_-=N/2$, so $C_s\to-C_s$. When $C_s\ne0$, every continuous rotation of the axis from $\mathbf n$ to $-\mathbf n$ must close the spin gap, although $H$ is unchanged.

\section{Algorithm}

\begin{verbatim}
input: H(k), S, N, N_minus, mesh
for each k:
    U = N lowest eigenvectors of H(k)
    s, w = eigh(U^dagger S U)    # ascending
    f_minus = U w[:, first N_minus]
    f_plus  = U w[:, remaining]
    store energy gap and spin gap
minimize both gaps off the mesh
if a gap is zero: stop, report the point
for f in (f_plus, f_minus):
    L_a(k) = det(f(k)^dagger f(k + e_a))
    W(k) = L_x(k) L_y(k+e_x)
           conj(L_x(k+e_y)) conj(L_y(k))
    C = -sum(arg W) / (2 pi)
refine the mesh; compare C_plus + C_minus with C
\end{verbatim}

The minus sign follows from $\langle u|\partial u\rangle=-iA$: a link is $e^{-iA\,dk}$ to leading order and a plaquette is $e^{-iF\,dk_xdk_y}$. Basis changes cancel in $W$, so no smooth gauge is needed. If $H(\mathbf k+\mathbf G)$ equals $H(\mathbf k)$ only up to a unitary matrix, that matrix must enter the links across the zone boundary.

For $D$ orbitals and $N_k$ mesh points, full diagonalization costs $O(N_kD^3)$. With a spin operator local in the orbitals, forming and diagonalizing $M$ adds $O(N_kDN^2)$. For a sweep of the spin axis $U$ can be kept, and the $D^3$ step is done once.

The curvature becomes sharply peaked where the spin gap is small. For $\mathbf m=(ck_x,ck_y,\eta)$ the curvature at the centre has size $c^2/2\eta^2$ and width of order $\eta/c$. Here $2\eta$ is the local gap. A spacing well below $\eta/c$ resolves this peak. The lattice sum can give the right integer on a coarser mesh, but such a mesh does not by itself show that the gap is open. Very small link determinants or plaquette phases near $\pm\pi$ call for refinement.

To locate a closing for $N=2$, fix a reference frame $U_0$. From the singular value decomposition $U^\dagger U_0=A\Sigma B^\dagger$, use $UAB^\dagger$ as the local frame. It is smooth while the overlap is invertible, and a root finder can solve $\mathbf m=0$.

\section{A four-band example}

Let $\boldsymbol\sigma$ act on two orbitals and let $k_x,k_y$ include the lattice constant $a$. Take
\begin{align}
H={}&V\sin k_x\,s_z\sigma_x+V\sin k_y\,\sigma_y+m\sigma_z+\delta s_y\sigma_y\nonumber\\
&+\tfrac r2(\sin k_y\,s_x-\sin k_x\,s_y)(1+\sigma_z),\\
m={}&\mu-T(2-\cos k_x-\cos k_y).
\end{align}
Here $r$ is a Rashba coupling and $\delta$ a further spin-mixing term; each of them breaks inversion. All terms respect $\Theta=is_yK$, where $K$ is complex conjugation. The round values are $a=5$ \AA, $V=T=1$ eV, $r=0.3$ eV, $\delta=0.1$ eV and, unless stated, $\mu=0.8$ eV. They represent no particular material; interactions, disorder and temperature are left out. Two bands are occupied and $N_-=1$.

\subsection{Tilting the axis with conserved spin}

Set $r=\delta=0$ and $S=\cos\theta\,s_z+\sin\theta\,s_y$. The spin-up block is $\mathbf d\cdot\boldsymbol\sigma$ with $\mathbf d=(V\sin k_x,V\sin k_y,m)$; the spin-down block has $d_x\to-d_x$. With $o=\langle u_\uparrow|u_\downarrow\rangle$ the overlap of their orbital parts,
\begin{equation}
M=\begin{pmatrix}\cos\theta&-i o\sin\theta\\ i o^*\sin\theta&-\cos\theta\end{pmatrix},\quad
s=\pm\sqrt{\cos^2\theta+|o|^2\sin^2\theta}.
\end{equation}
Two spinors along $-\hat{\mathbf d}_\uparrow$ and $-\hat{\mathbf d}_\downarrow$ have squared overlap
\begin{equation}
|o|^2=\tfrac12(1+\hat{\mathbf d}_\uparrow\cdot\hat{\mathbf d}_\downarrow)=1-d_x^2/d^2 .
\end{equation}
A closing needs $\theta=90^\circ$ and $d_y=m=0$. For $0<\mu<2T$ this happens at $k_y=0$, $\cos k_x=1-\mu/T$; for $2T<\mu<4T$ at $k_y=\pi$, $\cos k_x=3-\mu/T$. Each case has two points, $\pm k_x$. For $\mu<0$ or $\mu>4T$ there are none. Here $\cos k_x=0.2$, so $k_x=1.369$ and $k_x/a=0.274$ \AA$^{-1}$, or $0.145$ in atomic units.

\subsection{The same closing with spin mixing}

The mixed case can be solved at these two points. At $k_y=m=0$ define
\begin{align}
\mu_1&=s_z\sigma_x,&\mu_2&=s_y,\nonumber\\
\tau_1&=s_y\sigma_y,&\tau_2&=s_y\sigma_z,&\tau_3&=\sigma_x .
\end{align}
The $\mu_i$ anticommute with each other and commute with every $\tau_i$; the $\tau_i$ obey the Pauli algebra. With $\xi=\sin k_x$,
\begin{equation}
H=\xi\left(V\mu_1-\tfrac r2\mu_2\right)+\delta\tau_1-\tfrac{r\xi}2\tau_2 .
\end{equation}
The energies are $\pm|\xi|\sqrt{V^2+r^2/4}\pm\sqrt{\delta^2+r^2\xi^2/4}$ with independent signs. If $|V\xi|>|\delta|$, the two occupied states share the lower state of the $\mu$ part and span the whole $\tau$ space. In that lower state
\begin{equation}
\langle\mu_2\rangle=\frac{r\,\mathrm{sgn}\,\xi}{\sqrt{4V^2+r^2}},\qquad
\langle\mu_1\rangle=-\frac{2V\,\mathrm{sgn}\,\xi}{\sqrt{4V^2+r^2}}
\end{equation}
for $V>0$. Since $s_z=\mu_1\tau_3$, the projected spin is $\cos\theta\langle\mu_1\rangle\tau_3+\sin\theta\langle\mu_2\rangle$, with eigenvalues
\begin{equation}
s=\frac{r\,\mathrm{sgn}(\xi)\sin\theta\pm2V\cos\theta}{\sqrt{4V^2+r^2}} .
\label{eq:local}
\end{equation}
The closing therefore stays at the same $k_x$ and at $90^\circ$, but its common eigenvalue is no longer zero. Here it is $0.3/\sqrt{4.09}=0.148$ at $+k_x$ and $-0.148$ at $-k_x$. The condition holds, since $V\xi=0.98$ eV exceeds $0.1$ eV. The root search finds the same positions, tilt and eigenvalues.

This separates two gaps that coincide in the conserved case. By Eq.~(\ref{eq:local}), both eigenvalues at $+k_x$ are positive when $|\cot\theta|<r/2V=0.15$, that is, within $8.5^\circ$ of $90^\circ$. At $85^\circ$ they are
\[
0.1478\pm0.0862=0.234,\ 0.062 ,
\]
and at $-k_x$ they have the opposite signs. A split by the sign of $s$ has no constant rank here, while a split by order still works.

\subsection{Reading the numbers}

For the $z$ axis the mesh minima are $1.46$ eV for the energy gap and $1.978$ for the spin gap. The largest $\rho$ on the mesh is $0.400$, which guarantees $|s|\ge\sqrt{1-0.400^2}=0.917$ at the mesh points; the smallest value found is $0.989$. The bound is safe but not tight.

The result is $C_+=1$, $C_-=-1$, hence $C_s=1$. At $\mu=2.8$ and $-0.8$ eV, with the other parameters fixed, $C_s$ is $-1$ and $0$. The parity of the Wannier-centre flow, which uses no spin operator, gives $Z_2=1,1,0$ for the three masses, in agreement with $C_s$ modulo two. The degree in the output is the number of times $\hat{\mathbf d}$ covers the sphere. It equals $C_+$ for conserved spin, because the lower state of $\mathbf d\cdot\boldsymbol\sigma$ has flux plus half the solid angle. It also agrees with $C_+$ in the mixed cases.

Tilting the axis at fixed $H$ gives $C_+=1$ at the sampled angles up to $85^\circ$ and $-1$ from $95^\circ$ on. The two closings have charge $-1$ each, so $1-1-1=-1$. The sign of $C_s$ has reversed without any change in the energy bands.

At $90^\circ$ itself the root search brings the gap below $10^{-8}$, but meshes of 40, 61 and 90 points per side show gaps of $0.086$, $0.060$ and $0.052$. In the run shown they return $C_+=0$, $1$ and $1$, but rounding decides these integers: a tilt $10^{-12}$ rad below $90^\circ$ gives $1$ on all three meshes, and one as far above gives $-1$. None of these integers is a Chern number of a separated half, since no such half exists. The zero even violates the parity rule.

For $\mu=-0.8$ eV the smallest mesh spin gap over tilts in steps of $15^\circ$ is $1.66$, and $C_+$ stays zero.

The sum rule can be tested with nonzero $C$. Adding $0.8\,s_z\sigma_z$ eV at $\mu=0$ breaks time reversal and inverts one spin block. The value called splitting in the output is this coefficient; the term by itself separates the two spin levels of each orbital by twice as much, $1.6$ eV. The result is $C_+=1$, $C_-=0$ and $C=1$, so $C_s=1/2$.

\section{An odd change without time reversal}

Set $r=\delta=0$ and add $g\,s_x\sigma_x$ with $g=0.5$ eV. This term is odd under $\Theta$, mixes spin and anticommutes with the other three terms. Hence the energies are $\pm E$ with $E=\sqrt{d^2+g^2}\ge|g|$: the energy gap cannot close as $\mu$ is swept.

For $S=s_z$ the spin spectrum follows from the same algebra. Write $\hat h=H/E$, $P=(1-\hat h)/2$, $\Gamma=s_x\sigma_x$ and $\hat g=g/E$. As $S$ anticommutes with $\Gamma$ and commutes with the other terms, $S\hat hS=\hat h-2\hat g\Gamma$. Projecting $\hat h\Gamma+\Gamma\hat h=2\hat g$ and using $P\hat h=-P$ gives $P\Gamma P=-\hat gP$. Then
\begin{align}
(PSP)^2&=P(SPS)P=\tfrac12P(1-\hat h+2\hat g\Gamma)P\nonumber\\
&=\tfrac12(2-2\hat g^2)P=(1-\hat g^2)P .
\end{align}
The trace of $PS$ vanishes, so
\begin{equation}
s=\pm\sqrt{1-g^2/E^2}=\pm\,d/E .
\end{equation}
The spin gap closes where $d=0$. Between $\mu=-0.8$ and $0.8$ eV this happens once, at $\mathbf k=0$ and $\mu=0$. At $\mu=0.4$ eV, for example, $E(0)=\sqrt{0.4^2+0.5^2}=0.640$ eV, and the spin gap there is $2(0.4/0.640)=1.25$, equal to the mesh minimum.

As $\mu$ rises through zero, $C_+$ goes from $0$ to $1$, matching the single monopole of charge $+1$. The total $C$ is zero at the sampled masses, and the smallest energy gap on the path is $2g=1.0$ eV. With time reversal broken, $C_s=1$ can thus be connected to $C_s=0$ without an energy-gap closing. If $g=0$, the energy gap itself closes at $\mu=0$.

\section{Failure modes}

\begin{itemize}
\item \textbf{Energy gap closed.} $P$ is not smooth, and neither $C$ nor $C_\pm$ is defined.
\item \textbf{Spin gap closed.} $C$ remains defined, $C_\pm$ do not. Choose another axis or report the closing. With time reversal, $Z_2$ can still be found from the Wannier flow.
\item \textbf{Sign used for rank.} If the number of positive $s_j$ varies over the zone, test the direct gap at fixed rank before concluding that no split exists.
\item \textbf{Axis not stated.} For $N_-=N/2$, a nonzero $C_s$ reverses sign with $\mathbf n$. Values for different axes can be compared directly when a path between the axes keeps the spin gap open.
\item \textbf{Integer taken as proof.} Integrality is built into the lattice sum. Evidence comes from minimized gaps and from stability under mesh refinement.
\end{itemize}

The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 5.0 angstrom, mesh 61 x 61
V 1.0, T 1.0, mass 0.8, Rashba 0.3, inversion-breaking 0.1 eV
spin axis z: mass(eV) energy gap(eV) spin gap C+ C- degree Z2
    0.8  1.4632  1.9779   1  -1   1  1
    2.8  1.4676  1.9779  -1   1  -1  1
   -0.8  1.5901  1.9846   0   0   0  0
C+ from the projector curvature integral: 1.000000
largest leakage singular value: 0.1483
largest ||[H,S]||/energy gap: 0.3999
smallest |s|: guaranteed 0.9166, found 0.9889
exchange-split case (mass 0, splitting 0.8 eV): C+ 1, C- 0, C 1
closing with conserved s_z: kx 0.27389 1/angstrom, tilt 90 deg
closing with mixing: kx 0.27389, ky 0.00000 1/angstrom (size of ky)
  the same kx in atomic units: 0.14494 1/bohr
  tilt at closing 90.000 deg; common s 0.1483 at k, -0.1483 at -k
  monopole charges -1, -1
tilt sweep: tilt(deg) mesh spin gap, C+
     0  1.9779   1
    45  1.3992   1
    75  0.5151   1
    85  0.1823   1
    95  0.1823  -1
   105  0.5151  -1
   135  1.3992  -1
   180  1.9779  -1
tilt 85 deg, s at closing k: 0.0616, 0.2340; at -k: -0.2340, -0.0616
at the closing tilt: mesh size, mesh spin gap, integer returned
   40 0.0861   0
   61 0.0596   1
   90 0.0523   1
  spin gap after root search below 1e-8: True
trivial phase (mass -0.8 eV), smallest spin gap over tilts: 1.6606
broken time reversal, mixing mass 0.5 eV, Rashba and inversion-breaking 0:
  mass(eV) energy gap(eV) spin gap C+ C
    0.8  1.8868  1.6960   1   0
    0.4  1.2806  1.2494   1   0
   -0.4  1.2806  1.2494   0   0
   -0.8  1.8868  1.6960   0   0
  smallest energy gap on the path 1.0000 eV; single monopole charge 1
\end{verbatim}
